\section*{Mode-averaged conductance of a sharp symmetric graphene p-n contact}

\section*{Problem}

A metal dopes the graphene beneath it n-type, while a gate makes the adjoining channel p-type. The two regions meet along a straight line of length $W$, the line $x=0$, and have equal carrier densities $n$. Near one Dirac point the electrons obey
\begin{equation}
\left[-i\hbar v(\sigma_x\partial_x+\sigma_y\partial_y)+U(x)\right]\psi=E\psi ,
\label{eq:dirac}
\end{equation}
where $v$ is the Dirac velocity and the Pauli matrices act on the two sublattice amplitudes. The Fermi wavevector is $k$ on both sides. Take zero temperature, small bias, no disorder, reservoirs that reflect nothing, and $kW\gg1$.

\begin{enumerate}
\item[(a)] For an abrupt step, find the transmission probability $T(\theta)$ of an electron arriving from the n side at angle $\theta$ to the normal.
\item[(b)] Average $T$ over the incident modes. Compare the conductance with that of a uniform ballistic sheet of the same density and width.
\item[(c)] Replace the step by a linear ramp of width $d$. Find the leading correction to the average for $kd\ll1$ and its limiting form for $kd\gg1$.
\item[(d)] Evaluate the results for $n=10^{12}\ \mathrm{cm^{-2}}$, $W=1\ \mu\mathrm{m}$ and $v=10^{6}\ \mathrm{m/s}$. Judge how far finite ramp width, temperature, unequal densities and disorder move them.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Transmission of one mode}

The potential does not depend on $y$, so $k_y$ is conserved. On either side define the signed kinetic energy $e=(E-U)/\hbar v$, which has the unit of a wavevector. At the Fermi energy $e=+k$ on the n side and $e=-k$ on the p side. For a plane wave with spinor $(\psi_1,\psi_2)$, the first row of Eq.~\eqref{eq:dirac} reads $(k_x-ik_y)\psi_2=e\psi_1$. Since $k_x^2+k_y^2=e^2$,
\begin{equation}
\psi=\begin{pmatrix}1\\ (k_x+ik_y)/e\end{pmatrix}e^{i(k_xx+k_yy)} .
\end{equation}
The velocity operator along $x$ is $v\sigma_x$. Its expectation value is
\begin{equation}
v_x=v\,\frac{2\,\mathrm{Re}(\psi_1^*\psi_2)}{|\psi_1|^2+|\psi_2|^2}=v\,\frac{k_x}{e}.
\end{equation}
An electron leaving the junction to the right on the p side, where $e<0$, must therefore have negative $k_x$.

With $k_y=k\sin\theta$, the three waves have these wavevectors and second spinor components:
\begin{align}
\text{incident:}&\quad k_x=k\cos\theta, &\psi_2&=e^{i\theta},\nonumber\\
\text{reflected:}&\quad k_x=-k\cos\theta, &\psi_2&=-e^{-i\theta},\label{eq:spinors}\\
\text{transmitted:}&\quad k_x=-k\cos\theta, &\psi_2&=\frac{-k\cos\theta+ik\sin\theta}{-k}=e^{-i\theta}.\nonumber
\end{align}
Equation~\eqref{eq:dirac} is of first order, so a finite step leaves both spinor components continuous:
\begin{equation}
1+r=t,\qquad e^{i\theta}-r e^{-i\theta}=t e^{-i\theta}.
\end{equation}
Inserting the first condition in the second gives $e^{i\theta}-e^{-i\theta}=2re^{-i\theta}$, hence
\begin{equation}
r=i\sin\theta\,e^{i\theta},\qquad
t=1+i\sin\theta(\cos\theta+i\sin\theta)=\cos\theta\,e^{i\theta}.
\end{equation}
The incident and transmitted waves have equal norm and equal normal velocity $v\cos\theta$, so no velocity factor remains:
\begin{equation}
T(\theta)=|t|^2=\cos^2\theta,\qquad |r|^2=\sin^2\theta .
\label{eq:cos2}
\end{equation}
The probabilities add to one. At normal incidence the incident and transmitted spinors coincide and nothing is reflected. At oblique incidence they differ, and the mismatch is made up by a reflected wave.

The other valley has $-\sigma_xk_x+\sigma_yk_y$ in place of $\sigma_xk_x+\sigma_yk_y$. Conjugation with $\sigma_y$ turns one into the other, so $T$ is the same.

The Dirac equation for one valley leaves out scattering between valleys. This is justified if the step is smooth on the scale of the lattice constant while sharp on the scale $1/k$. It also holds for an abrupt step along a zigzag line, because the two valleys then have different conserved $k_y$. That second case was tested on the nearest-neighbour honeycomb lattice. At a Fermi energy of $10^{-3}$ hopping energies, the transmission of modes with $|\sin\theta|\le0.95$ differed from $\cos^2\theta$ by at most $4.7\times10^{-4}$.

\subsection*{(b) Average over modes}

Periodic conditions across the width space the allowed $k_y$ by $2\pi/W$. Modes are thus uniform in $k_y$, not in angle. For each spin and valley their number is
\begin{equation}
N=\frac{W}{2\pi}\int_{-k}^{k}dk_y=\frac{kW}{\pi}.
\end{equation}
Each fully transmitted mode contributes $e^2/h$, where $e$ in conductance formulas is the elementary charge. With two spins and two valleys, the uniform sheet has
\begin{equation}
G_{\rm b}=\frac{4e^2}{h}\,\frac{kW}{\pi}.
\end{equation}

For the junction put $s=\sin\theta=k_y/k$, so that $T=1-s^2$:
\begin{equation}
\langle T\rangle=\frac{1}{2k}\int_{-k}^{k}T\,dk_y
=\frac12\int_{-1}^{1}(1-s^2)\,ds
=\frac12\left(2-\frac23\right)=\frac23 .
\end{equation}
Therefore
\begin{equation}
G_{\rm pn}=\frac23\,G_{\rm b},\qquad
\frac1{G_{\rm pn}}-\frac1{G_{\rm b}}=\frac{1}{2G_{\rm b}} .
\label{eq:twothirds}
\end{equation}
The junction adds half of the ballistic resistance.

In terms of angle the weight is $dk_y=k\cos\theta\,d\theta$. The factor $\cos\theta$ is the normal component of velocity: electrons at the Fermi level are spread evenly over angle, but those moving nearly along the junction reach it at a low rate. Leaving this factor out would give $\frac1\pi\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac12$, which averages over the electrons present rather than over the current they carry.

\subsection*{(c) A ramp of finite width}

Let $e(x)$ fall linearly from $k$ to $-k$ over $-d/2<x<d/2$. Multiplying $-i\sigma_x\psi'=(e-k_y\sigma_y)\psi$ by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$ gives $\psi'=(ie\sigma_x+k_y\sigma_z)\psi$. With $\xi=kx$, $D=kd$ and $w=e/k=-2\xi/D$,
\begin{equation}
\frac{d\psi}{d\xi}=K\psi,\qquad K(\xi)=iw(\xi)\sigma_x+s\sigma_z .
\label{eq:ramp}
\end{equation}

\paragraph{Thin ramp, $D\ll1$.} To second order, the matrix that carries $\psi$ across the ramp is
\begin{equation}
M=1+\int K\,d\xi+\iint_{\xi_1>\xi_2}K(\xi_1)K(\xi_2)\,d\xi_1d\xi_2 .
\end{equation}
The single integral is $sD\sigma_z$, because $w$ is odd. For the double integral, $\sigma_x\sigma_z=-i\sigma_y$ and $\sigma_z\sigma_x=i\sigma_y$ give
\begin{equation}
K(\xi_1)K(\xi_2)=s^2-w_1w_2+s(w_1-w_2)\sigma_y .
\end{equation}
The term $s^2$ integrates to $s^2D^2/2$, and $w_1w_2$ to $\frac12(\int w\,d\xi)^2=0$. In the last term $w_1-w_2=-(2/D)(\xi_1-\xi_2)$, and
\begin{equation}
\iint_{\xi_1>\xi_2}(\xi_1-\xi_2)\,d\xi_1d\xi_2=\int_0^D\eta(D-\eta)\,d\eta=\frac{D^3}{6}.
\end{equation}
Hence
\begin{equation}
M=1+sD\sigma_z+\frac{s^2D^2}{2}-\frac{sD^2}{3}\sigma_y .
\end{equation}

Call the spinors of Eq.~\eqref{eq:spinors} $\psi_{\rm i}$, $\psi_{\rm r}$ and $\psi_{\rm t}$. Plane-wave phases at the ramp ends do not affect $|t|^2$, so the matching condition is $M(\psi_{\rm i}+r\psi_{\rm r})=t\psi_{\rm t}$. Take the determinant of each side with the column $M\psi_{\rm r}$; this removes $r$. Because $K$ is traceless, $\det M=1$, and
\begin{equation}
t=\frac{\det(\psi_{\rm i},\psi_{\rm r})}{\det(\psi_{\rm t},M\psi_{\rm r})},
\qquad \det(\psi_{\rm i},\psi_{\rm r})=-e^{-i\theta}-e^{i\theta}=-2\cos\theta .
\end{equation}
Since $\sigma_y\psi_{\rm r}=(ie^{-i\theta},\,i)$, the components of $M\psi_{\rm r}$ are
\begin{align}
b_1&=1+sD+\tfrac12s^2D^2-\tfrac{i}{3}sD^2e^{-i\theta},\\
b_2&=-e^{-i\theta}\left(1-sD+\tfrac12s^2D^2\right)-\tfrac{i}{3}sD^2 .
\end{align}
The denominator is $b_2-e^{-i\theta}b_1$. The terms linear in $D$ cancel, and $1-e^{-2i\theta}=2is\,e^{-i\theta}$, so
\begin{align}
b_2-e^{-i\theta}b_1&=-e^{-i\theta}(2+s^2D^2)-\tfrac{i}{3}sD^2(1-e^{-2i\theta})\nonumber\\
&=-e^{-i\theta}\left(2+s^2D^2-\tfrac23s^2D^2\right)
=-2e^{-i\theta}\left(1+\tfrac16s^2D^2\right).
\end{align}
Squaring $|t|$ and keeping second order,
\begin{equation}
T=\cos^2\theta\left[1-\tfrac13(kd)^2\sin^2\theta\right].
\end{equation}
The average needs $\frac12\int_{-1}^{1}s^2(1-s^2)ds=\frac13-\frac15=\frac2{15}$:
\begin{equation}
\langle T\rangle=\frac23-\frac{(kd)^2}{3}\,\frac{2}{15}
=\frac23\left[1-\frac{(kd)^2}{15}\right].
\label{eq:thin}
\end{equation}
A direct numerical solution of Eq.~\eqref{eq:ramp} at $kd=0.1$ loses a fraction $6.660\times10^{-4}$ of the sharp-step average, against $6.667\times10^{-4}$ from Eq.~\eqref{eq:thin}.

\paragraph{Thick ramp, $D\gg1$.} The local longitudinal wavevector satisfies $k_x^2=e(x)^2-k_y^2$. It is imaginary for $|x|<x_0=|s|d/2$, where the electron must tunnel. The semiclassical decay exponent is the area of a half ellipse with semi-axes $k|s|$ and $x_0$:
\begin{equation}
\int_{-x_0}^{x_0}\sqrt{k_y^2-(2kx/d)^2}\;dx=\frac{\pi}{2}\,k|s|\,\frac{|s|d}{2}=\frac{\pi}{4}\,kd\,s^2 .
\end{equation}
The probability contains twice this exponent. Taking the prefactor as one, which agrees with perfect transmission at $s=0$,
\begin{equation}
T\simeq e^{-\frac{\pi}{2}kd\sin^2\theta},\qquad
\langle T\rangle\simeq\frac12\int_{-\infty}^{\infty}e^{-\frac{\pi}{2}kd\,s^2}ds=\frac{1}{\sqrt{2kd}} .
\label{eq:thick}
\end{equation}
The limits may be extended to infinity because only small $|s|$ contributes. At $kd=20$ the numerical solution gives 0.1577 and Eq.~\eqref{eq:thick} gives 0.1581. A wide ramp thus passes a narrow beam around the normal, and two thirds is the value for $kd\ll1$.

\subsection*{(d) Numbers and limits of validity}

\paragraph{The ideal contact.} With fourfold degeneracy $n=4\,\pi k^2/(2\pi)^2=k^2/\pi$, so
\begin{align}
k&=\sqrt{\pi n}=0.1772\ \mathrm{nm^{-1}},\qquad 1/k=5.64\ \mathrm{nm},\\
E_{\rm F}&=\hbar vk=0.1167\ \mathrm{eV},\qquad N=kW/\pi=56.4,\\
G_{\rm b}&=0.15496\ \mathrm{mS}\times56.42=8.74\ \mathrm{mS},\\
G_{\rm pn}&=\tfrac23\times8.743\ \mathrm{mS}=5.83\ \mathrm{mS}.
\end{align}
The resistances are $114\ \Omega$ for the uniform sheet and $172\ \Omega$ with the junction, which therefore adds $57\ \Omega$. Multiplied by the width, the total is $172\ \Omega\,\mu\mathrm{m}$.

Two idealizations cost little here. With periodic transverse conditions there are 57 discrete modes, whose transmissions sum to 37.6, as does the integral. On the honeycomb lattice with an abrupt zigzag step, a lattice constant of 0.246 nm and the hopping energy of 3.09 eV that reproduces $v$, the average at this Fermi energy is 0.6665 or 0.6666, depending on which set of bonds the step cuts.

\paragraph{Ramp width.} At zero temperature and fixed densities, the numerical solution gives:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & $kd$ & $\langle T\rangle$ & resistance ($\Omega$)\\
1 & 0.18 & 0.665 & 172\\
10 & 1.77 & 0.559 & 205\\
30 & 5.32 & 0.316 & 362
\end{tabular}
\end{center}
A ramp of 10 nm already raises the resistance by 19\%, and one of 30 nm more than doubles it.

\paragraph{Unequal densities.} Define $\varphi$, with the same sign as $\theta$, by $k_{\rm p}\sin\varphi=k_{\rm n}\sin\theta$; the transmitted electron travels at angle $-\varphi$ to the normal. If $k_{\rm p}<k_{\rm n}$, modes with $k_{\rm n}|\sin\theta|>k_{\rm p}$ are totally reflected, and what follows applies to the others. Its second spinor component is $e^{-i\varphi}$, and continuity gives $t=2\cos\theta/(e^{-i\theta}+e^{-i\varphi})$. The normal velocities now differ, so $|t|^2$ acquires the factor $\cos\varphi/\cos\theta$:
\begin{equation}
T=\frac{\cos\theta\cos\varphi}{\cos^2[(\theta-\varphi)/2]} .
\end{equation}
For $\varphi=\theta$ this returns $\cos^2\theta$. For $k_{\rm p}\gg k_{\rm n}$, $\varphi\to0$ and $T\to2\cos\theta/(1+\cos\theta)$, which is at least $\cos^2\theta$. Doubling the p density with the n density held fixed raises the average per n-side mode from 0.667 to 0.739, an 11\% gain in conductance.

\paragraph{Temperature.} The electrical conductance at finite temperature is the average of the conductance at energy $E$ with weight $-\partial f/\partial E$, where $f$ is the Fermi function and $E$ is measured from the chemical potential. Hold the chemical potential and the abrupt band step fixed. For $|E|<E_{\rm F}$ the two wavevectors are $k(1\pm E/E_{\rm F})$, and the smaller one limits the number of modes that can cross to a fraction $1-|E|/E_{\rm F}$ of $N$. The modes that remain are transmitted better on average, which offsets part of this loss. At 4 K the ratio $G_{\rm pn}/G_{\rm b}$, with $G_{\rm b}$ taken at zero temperature, is 0.6665. At 300 K, where $k_{\rm B}T=25.9$ meV is not small beside 117 meV, it is 0.522. The conductance falls by 22\% and the resistance rises to $1/(0.5224\times8.743\ \mathrm{mS})=219\ \Omega$. A gate holds the densities more nearly fixed than the chemical potential. At fixed densities the chemical potential moves about 8\% closer to the Dirac point on each side, and the conductance falls by about 30\%.

\paragraph{Disorder.} For a mobility $\mu=10^4\ \mathrm{cm^2/Vs}$ the mean free path is $\hbar k\mu/e=117$ nm. A 100 nm channel is then neither clearly ballistic nor clearly diffusive. The diffusive estimate of its series resistance is $L/(ne\mu W)=62\ \Omega$, which is 36\% of the ideal total.

\paragraph{Beside a real contact.} The density, velocity and mobility used here are round values, roughly typical of graphene on an oxide. The assumption most at risk is sharpness. A potential shaped by a gate changes over a distance comparable to the gate's separation from the sheet. If that separation is about 30 nm, the last row of the table is a better guide than the sharp step, but only a rough one. The local Fermi energy varies as the square root of the local density, so the potential is steepest where the density passes through zero and the few carriers screen weakly. The resistance is then lower than for a linear ramp of the same width: if the density rather than the potential is linear over 30 nm, this local rule gives roughly $290\ \Omega$ in place of $362\ \Omega$. Beside a metal edge the ramp width depends on screening and geometry, and has to be found for the device at hand. If the metal fixes the doping beneath it, equal densities occur at one gate setting. The calculation also assumes that the graphene under the metal keeps its Dirac cone, which holds for weakly binding metals such as copper but not for strongly binding ones such as nickel. The passage of electrons between the metal and the graphene is not modelled; the reservoirs are taken to absorb every electron that reaches them. The value $172\ \Omega\,\mu\mathrm{m}$ is thus the prediction for a cold, clean, symmetric junction with $kd\ll1$. At this density a wider ramp, room temperature and disorder each raise the resistance when changed alone, whereas extra doping of the p side lowers it.

\section*{Computed results}
\begin{verbatim}
density on each side          1.00e+12 cm^-2
sample width                  1.00 um
Dirac velocity                1.00e+06 m/s
Fermi wavevector              0.1772 nm^-1
inverse Fermi wavevector      5.64 nm
Fermi energy                  0.1167 eV
modes per spin and valley     56.42
conductance quantum 4e^2/h    0.15496 mS
mode-averaged transmission    0.666667
wrong average, uniform angle  0.500000
ballistic conductance         8.743 mS
junction conductance          5.829 mS
ballistic resistance          114.4 ohm
junction total resistance     171.6 ohm
resistance added by junction  57.2 ohm
total resistance times width  171.6 ohm um
discrete modes, this width    57
sum of their transmissions    37.613
integral for the same sum     37.613
lattice: max error of cos^2   4.7e-04 at E/hopping 1e-03
lattice constant              0.246 nm
hopping from velocity         3.090 eV
lattice average at E_F        0.666498
thin ramp kF d = 0.1: loss     6.660e-04 (relative)
thin-ramp formula             6.667e-04 (relative)
thick ramp kF d = 20: average 0.1577
thick-ramp formula            0.1581
ramp  1 nm: kF d 0.177, average 0.6653, R 171.9 ohm
ramp 10 nm: kF d 1.772, average 0.5589, R 204.6 ohm
ramp 30 nm: kF d 5.317, average 0.3156, R 362.5 ohm
4 K: junction/G_b(0 K) 0.6665, uniform/G_b(0 K) 1.0000
4 K: junction/uniform 0.6665, kT 0.34 meV
300 K: junction/G_b(0 K) 0.5224, uniform/G_b(0 K) 1.0048
300 K: junction/uniform 0.5199, kT 25.85 meV
p density doubled: average    0.7392 (per n-side mode)
mobility                      1.0e+04 cm^2/Vs
mean free path                116.7 nm
channel length                100 nm
diffusive series resistance   62.4 ohm
\end{verbatim}
